Thermal Conductivity from Integrated Heat Flux: Einstein-Helfand and Green-Kubo Relations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the general theorem

### Definitions and conventions

Consider a classical system in thermal equilibrium at temperature T, in a fixed volume V and with fixed boundary conditions. Let J(t) be one Cartesian component of the heat-flux density, in units of energy per area and time. Angle brackets ⟨…⟩ denote the equilibrium average over initial states and, if the dynamics is random, over its random events. The mean flux is zero:

⟨J(t)⟩ = 0.

Four quantities derived from J are used throughout:

C(s) = ⟨J(0)J(s)⟩, the flux autocorrelation;

K(t) = ∫₀ᵗ C(s) ds, its running integral;

Q(t) = ∫₀ᵗ J(t′) dt′, the time-integrated flux;

M(t) = Var Q(t), the variance of the integrated flux.

Because the mean flux vanishes, ⟨Q(t)⟩ = 0 and M(t) = ⟨Q(t)²⟩. If an ensemble had a nonzero mean flux, that mean would have to be subtracted from J first; otherwise ⟨Q²⟩ would contain a term growing as t².

The starting point is the Green-Kubo formula for the thermal conductivity κ along the chosen direction,

κ = V K(∞)/(k_B T²),  K(∞) = lim K(t) for t→∞.  (1)

It is taken here as given. What is proved is that the growth of M(t) yields the same number. The factor V belongs to J being a density. The total quantity VJ is a sum over the whole system, and for weakly correlated regions its variance grows in proportion to V. The variance of J then falls as 1/V, and the prefactor V compensates.

### Assumptions

(A1) Stationarity: averages are unchanged when all times are shifted by the same amount.

(A2) ⟨J²⟩ is finite and C is continuous.

(A3) K(t) has a finite limit K(∞). Absolute integrability of C on (0,∞) is sufficient for this.

The volume stays fixed while t→∞. In a periodic cell, a bulk conductivity is then sought by increasing V. Between insulating ends this order of limits gives zero, as shown after Proposition 2.

### Lemma 1 (variance as a weighted integral)

Under (A1) and (A2),

M(t) = 2∫₀ᵗ (t−s) C(s) ds.  (2)

**Proof.** Squaring the definition of Q gives a double integral:

M(t) = ∫₀ᵗdt′ ∫₀ᵗdt″ ⟨J(t′)J(t″)⟩.

The average may be taken inside the integrals. By the Cauchy-Schwarz inequality, ⟨|J(t′)J(t″)|⟩ ≤ ⟨J²⟩, which is finite, and the integration region is a finite square.

By stationarity, a shift of both times by −t″ gives

⟨J(t′)J(t″)⟩ = C(t′−t″).

The function C is even. A shift by s, followed by exchange of the two classical factors, shows this:

C(−s) = ⟨J(0)J(−s)⟩ = ⟨J(s)J(0)⟩ = C(s).

The two triangles t′ > t″ and t′ < t″ therefore contribute equally. In the first, put s = t′−t″. For a given s between 0 and t, the earlier time t″ runs from 0 to t−s, an interval of length t−s. Hence

M(t) = 2∫₀ᵗds C(s) ∫₀^(t−s)dt″ = 2∫₀ᵗ(t−s)C(s) ds. ∎

The weight t−s counts how many pairs of times with separation s fit into the observation interval. Short separations occur in nearly the whole interval, and separations close to t hardly occur at all.

### Lemma 2 (growth rate of the variance)

Under (A1) and (A2),

dM/dt = 2K(t),  (3)

M(t)/(2t) = (1/t)∫₀ᵗ K(t′) dt′.  (4)

**Proof.** Split (2) into two terms:

M(t) = 2t K(t) − 2∫₀ᵗ sC(s) ds.

Since dK/dt = C(t), differentiation gives

dM/dt = 2K(t) + 2tC(t) − 2tC(t) = 2K(t).

Because M(0) = 0, integration from 0 to t gives M(t) = 2∫₀ᵗK(t′)dt′. Division by 2t gives (4). ∎

Equation (3) holds at every time, not merely late ones. Half the local slope of the variance is the running Green-Kubo integral. The ratio M/(2t) is a different finite-time quantity: it is the average of that running integral over the whole past.

### Theorem 1 (Einstein-Helfand relation)

Under (A1) to (A3),

κ = lim V Var Q(t)/(2k_B T² t) for t→∞.  (5)

**Proof.** By (4) it is enough to show that the time average of K has the same limit as K. Choose any ε > 0. By (A3) there is a time t₀ such that |K(t′)−K(∞)| < ε for all t′ > t₀. For t > t₀, separate the average at t₀:

|M(t)/(2t) − K(∞)| ≤ (1/t)∫₀^(t₀)|K(t′)−K(∞)|dt′ + (1/t)∫_(t₀)ᵗ|K(t′)−K(∞)|dt′.

The first integral is a fixed finite number, because K is continuous on a finite interval, so the first term vanishes as t→∞. The second term is less than ε(t−t₀)/t, hence less than ε. As ε was arbitrary,

lim M(t)/(2t) = K(∞).

Insertion into (1) gives (5). ∎

The relation has the form of Einstein's law for a diffusing particle, ⟨x²⟩ = 2Dt. The diffusing quantity is H(t) = VQ(t), which has the unit of energy times length and measures how far energy has been carried. Multiplying (5) by the appropriate factors gives, to leading order at late times,

Var H(t) ≈ 2V k_B T² κ t.  (6)

### Corollary (finite-time bias)

Suppose in addition that ∫₀^∞ s|C(s)|ds is finite, and define S = ∫₀^∞ sC(s)ds. Then

M(t) = 2K(∞)t − 2S + o(1),  (7)

where o(1) vanishes as t→∞.

**Proof.** Write K(t) = K(∞) − ∫ₜ^∞C(s)ds in the split form of (2):

M(t) = 2K(∞)t − 2t∫ₜ^∞C(s)ds − 2∫₀ᵗsC(s)ds.

In the middle term s ≥ t, so its magnitude is at most 2∫ₜ^∞s|C(s)|ds, which vanishes at late times. The last term tends to −2S. ∎

The ratio M/(2t) thus differs from K(∞) by −S/t at late times. The constant −2S drops out of a slope between two times. Integrating (3) from t₁ to t₂ gives

[M(t₂)−M(t₁)]/[2(t₂−t₁)] = average of K(t) over t₁ < t < t₂.  (8)

The slope has little bias if K(t) is already close to K(∞) throughout this window. For an exponential correlation, a t₁ of several decay times is enough; a slowly decaying tail requires a later start.

For an exponential correlation C(s) = C(0)exp(−Γs), direct integration gives

K(t) = [C(0)/Γ][1−exp(−Γt)],

M(t) = 2[C(0)/Γ]{t − [1−exp(−Γt)]/Γ}.  (9)

The running integral has a relative deficit exp(−Γt). The ratio M/(2t) has a relative deficit close to 1/(Γt) once Γt is large. At Γt = 20 the latter is still 5 percent.

### Remark 1 (slow tails)

The theorem does not require S to be finite. Take

C(s) = C(0)(1+s/τ)^(−3/2).

Its running integral is

K(t) = 2C(0)τ[1−(1+t/τ)^(−1/2)],

so K(∞) = 2C(0)τ and the truncation error of the Green-Kubo integral is

K(∞)−K(t) = 2C(0)τ(1+t/τ)^(−1/2).

By (4), the error of the Einstein ratio is the time average of this expression:

K(∞)−M(t)/(2t) = (4C(0)τ²/t)[(1+t/τ)^(1/2)−1].

The quotient of the second error to the first is

(2τ/t)[(1+t/τ)−(1+t/τ)^(1/2)],

which tends to 2. At t = 10⁴τ it is 1.980. For this tail, both errors fall as t^(−1/2), and the ratio estimator pays a factor of two for remembering early times.

### Remark 2 (when the relation fails)

Without (A3), the two sides can behave differently. Let J(t) = √2 J₀cos(ωt+φ), where φ is uniformly distributed over a full turn. The average over φ gives C(s) = J₀²cos ωs, and therefore

K(t) = (J₀²/ω)sin ωt,

M(t) = (2J₀²/ω²)(1−cos ωt).

The running integral oscillates for ever, whereas M/(2t) tends to zero. With J₀ = ω = 1 and t between 400 and 400+2π, K ranges from −1.00 to 1.00, and the largest sampled value of M/(2t) is 0.0049. A finite Einstein limit is consequently no proof that the Green-Kubo integral converges.

If C(s) = C(0) for all s, then (2) gives M(t) = C(0)t². This is ballistic growth: M/(2t) increases linearly, and no finite conductivity exists. More generally, if K(t) tends to infinity, so does its time average. For any number B, K stays above B from some time onwards, and the average in (4) eventually exceeds any number smaller than B.

### Proposition 1 (freedom in locating the energy)

The energy of a bond or an interaction can be assigned to the participating atoms in several ways, and each assignment has its own microscopic flux. Suppose two fluxes differ by a total time derivative,

J′(t) = J(t) + dP/dt,  (10)

where P is stationary with finite variance σ². If J satisfies (A1) to (A3), then J′ has the same Einstein limit.

**Proof.** Put ΔP = P(t)−P(0). Then Q′ = Q+ΔP. Stationarity gives ⟨ΔP⟩ = 0, so

Var Q′ = M(t) + 2⟨QΔP⟩ + ⟨ΔP²⟩.  (11)

The last term is bounded. Its value is 2σ² minus twice the covariance of P(t) and P(0), and that covariance is at least −σ². Thus ⟨ΔP²⟩ ≤ 4σ². The Cauchy-Schwarz inequality then bounds the cross term:

|2⟨QΔP⟩| ≤ 2√M(t) √⟨ΔP²⟩ ≤ 4σ√M(t).

By Theorem 1, M(t) grows at most linearly, so the cross term grows at most as √t. After division by 2t, both additions vanish. ∎

If the running integral of the correlation of J′ also converges, Theorem 1 applied to J′ shows that it converges to the same K(∞). The short-time correlations may nevertheless differ greatly. The second half gives a case in which C(0) doubles.

### Proposition 2 (energy moment in a periodic cell)

Let energies eᵢ sit at lattice sites xᵢ = ia, i = 1,…,N, and let jᵢ be the energy current from site i to site i+1. Local energy conservation reads

deᵢ/dt = jᵢ₋₁ − jᵢ.  (12)

Define the energy moment G = Σᵢ xᵢeᵢ. On a ring, where j₀ = j_N,

dG/dt = aΣᵢjᵢ − aN j_N.  (13)

**Proof.** Insert (12) and collect the coefficient of each current:

dG/dt = aΣᵢ i(jᵢ₋₁−jᵢ).

For i = 1,…,N−1, the current jᵢ occurs with coefficient (i+1)−i = 1. The current j_N occurs with coefficient 1 from the site i = 1, where it is j₀, and −N from the site i = N. The total is 1−N. Adding and subtracting terms gives (13). ∎

The total flux is VJ = aΣjᵢ. When energy crosses the seam between sites N and 1, its coordinate jumps by the length aN, and the second term in (13) records that jump. The change of G therefore omits transport around the ring. Moreover, if G has finite variance in the fixed cell, stationarity bounds the variance of G(t)−G(0) by 4Var G, as in the proof of Proposition 1. Its growth per unit time tends to zero. The quantity to use in (5) is the integrated current through all bonds.

For an isolated open chain, j₀ = j_N = 0, and dG/dt is the whole total flux. If G has finite variance, the variance of Q is then bounded, and (5) gives zero for t→∞ at fixed length. Energy cannot travel for ever in one direction between insulating ends. A bulk conductivity can be estimated from such a chain in an intermediate window, after the microscopic correlations have decayed and while energy has spread over only a small part of the length. Where heat spreads diffusively with diffusivity D, the regions within a distance of about √(Dt) from the ends already feel the insulation. They lower the slope of the variance by a fraction of order √(Dt)/L, where L is the chain length; for simple diffusion the fraction is about twice √(Dt)/L. This error falls only as 1/L, so results for several lengths should be compared.

## Second half: a lattice with a known conductivity

### Symbols and results carried over

J is the heat-flux density, C its autocorrelation, K(t) the running integral of C, Q(t) the time integral of J, and M(t) = Var Q(t). Three results are used: dM/dt = 2K(t); κ = VK(∞)/(k_BT²) = lim VM(t)/(2k_BT²t); and the fact that adding the time derivative of a stationary quantity with finite variance leaves the Einstein limit unchanged. Energy conservation on a lattice reads deᵢ/dt = jᵢ₋₁−jᵢ, and VJ = aΣjᵢ.

### The model

A ring has N atoms of mass m at spacing a, with cross-sectional area A per row, so V = NaA. Neighbours are joined by springs of constant k. Let vᵢ be the velocity of atom i along the row and rᵢ the stretch of the bond from i to i+1. All indices are taken around the ring. The harmonic equations are

drᵢ/dt = vᵢ₊₁−vᵢ,  m dvᵢ/dt = k(rᵢ−rᵢ₋₁).  (14)

Put ω₀² = k/m. The normal modes have angular frequency 2ω₀|sin(qa/2)|, so the top angular frequency is 2ω₀.

In addition, each velocity reverses its sign at random times, independently of the others, at rate Γ/2. A reversal changes vᵢ by −2vᵢ, so the mean velocity is damped at rate (Γ/2)·2 = Γ. Kinetic energy is unchanged by a reversal. The reversals stand for scattering that destroys momentum and conserves energy locally.

At equilibrium, all vᵢ and rᵢ are independent Gaussian variables with zero mean and

⟨vᵢ²⟩ = k_BT/m,  ⟨rᵢ²⟩ = k_BT/k.  (15)

This distribution is stationary. The motion (14) conserves energy, and it conserves phase-space volume because no variable appears in its own rate of change. Reversals leave the distribution unchanged because it is even in each velocity. The sum of stretches is constant in each ring but varies between members of the ensemble, whose mean tension is zero. This choice matters for short rings. If every ring had the same fixed length, so that its stretches summed to zero, neighbouring stretches would be slightly anticorrelated, and the conductivity derived below would be multiplied by 1−2/N. The difference vanishes for long rings. Energy is counted at the lattice sites, and V keeps its nominal value.

### Lemma 3 (energy current)

Share each bond energy equally between its two atoms:

eᵢ = mvᵢ²/2 + k(rᵢ²+rᵢ₋₁²)/4.

Then the current is

jᵢ = −(k/2)rᵢ(vᵢ+vᵢ₊₁).  (16)

The Einstein-Helfand relation has been proved from the Green-Kubo formula under (A1) to (A3), and a lattice model has been set up to test it. It remains to prove the energy current (16), derive the model's conductivity, and compare it with Fourier's law and numerical results.
